# Why charged scalars and spinors screen while charged gauge bosons antiscreen: a program that tests the result

```python
"""
Result under test: in a weak uniform magnetic field the zero-point energy
density of a charged particle with g = 2 changes at order b^2 by
    du = -(b^2 L / 16 pi^2) S,
    S  = (-1)^(2s) * sum over spin states of [(2 sigma)^2 - 1/3],
and S fixes the running charge: d(1/e^2)/d ln(Lambda) = S / (8 pi^2).

Symbols (hbar = c = 1, Heaviside-Lorentz charge, mass m is the unit):
  b = e B, field times charge;  sigma = spin projection along the field
  Lambda = smooth cutoff on the mode energy E;  L = ln(Lambda/m) + constant
  S < 0: screening;  S > 0: antiscreening
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import kve
from scipy.constants import fine_structure

MASS = 1.0
CUTOFF = 20.0


# ---------- spectrum of the Dirac particle from its Hamiltonian ----------
def check_dirac_spectrum(b=0.37, pz=0.6, m=1.1, n_up=8):
    n_down = n_up - 1
    lower = np.zeros((n_down, n_up))       # oscillator lowering operator
    for n in range(1, n_up):
        lower[n - 1, n] = math.sqrt(n)
    c = math.sqrt(2 * b) * lower
    sigma_pi = np.block([[pz * np.eye(n_up), c.T],
                         [c, -pz * np.eye(n_down)]])
    one = np.eye(n_up + n_down)
    ham = np.block([[m * one, sigma_pi], [sigma_pi, -m * one]])
    found = np.linalg.eigvalsh(ham)
    levels = []
    for sigma, count in ((0.5, n_up), (-0.5, n_down)):
        for n in range(count):
            e = math.sqrt(m**2 + pz**2 + (2*n + 1)*b - 2*sigma*b)
            levels += [e, -e]
    assert np.allclose(found, np.sort(levels), atol=1e-11)


check_dirac_spectrum()


# ---------- spectrum of the charged vector from its field equation ----------
def vector_block(k, energy, m, g, b=0.37, pz=0.6, dim=12):
    """Field-equation matrix in the sector of fixed angular momentum k.
    Components are W^t, W^x, W^y, W^z; g is the gyromagnetic ratio."""
    a = np.diag(np.sqrt(np.arange(1, dim)), 1).astype(complex)
    one = np.eye(dim, dtype=complex)
    px = math.sqrt(b / 2) * (a + a.conj().T)
    py = math.sqrt(b / 2) * (a - a.conj().T) / 1j
    up = [energy * one, px, py, pz * one]
    down = [energy * one, -px, -py, -pz * one]
    square = sum(d @ u for d, u in zip(down, up))
    rows = []
    for nu in range(4):
        row = []
        for mu in range(4):
            commutator = down[mu] @ up[nu] - up[nu] @ down[mu]
            entry = down[mu] @ up[nu] + (g - 1) * commutator
            if mu == nu:
                entry = entry - square + m**2 * one
            row.append(entry)
        rows.append(row)
    full = np.block(rows)
    polarizations = [(np.array([1, 0, 0, 0]), k),
                     (np.array([0, 0, 0, 1]), k),
                     (np.array([0, 1, 1j, 0]) / math.sqrt(2), k + 1),
                     (np.array([0, 1, -1j, 0]) / math.sqrt(2), k - 1)]
    basis = np.array([np.kron(vec, np.eye(dim)[n])
                      for vec, n in polarizations if n >= 0]).T
    image = full @ basis
    block = basis.conj().T @ image
    assert np.allclose(image, basis @ block, atol=1e-11)
    return block


def nullity(matrix):
    singular = np.linalg.svd(matrix, compute_uv=False)
    return int(np.sum(singular < 1e-10))


def towers_at(k, sigmas):
    """Number of (n, sigma) with 2n + 1 - 2 sigma = 2k + 1 and n >= 0."""
    return sum(1 for sigma in sigmas if k + sigma >= 0)


for k in range(-1, 4):
    b0, pz0, m0, e_off = 0.37, 0.6, 1.1, 0.83
    on_shell = math.sqrt(m0**2 + pz0**2 + (2*k + 1)*b0)
    physical = towers_at(k, (1, 0, -1))
    assert nullity(vector_block(k, on_shell, m0, 2)) == physical
    det = np.linalg.det(vector_block(k, e_off, m0, 2))
    target = (on_shell**2 - e_off**2)**physical
    target *= m0**2 if k >= 0 else 1.0
    assert abs(det - target) < 1e-9 * max(1.0, abs(target))
    # massless case: remove pure-gauge solutions, present at any energy
    if pz0**2 + (2*k + 1)*b0 > 0:
        e_zero = math.sqrt(pz0**2 + (2*k + 1)*b0)
    else:
        e_zero = 1j * math.sqrt(-(pz0**2 + (2*k + 1)*b0))
    gauge = nullity(vector_block(k, e_off, 0.0, 2))
    solutions = nullity(vector_block(k, e_zero, 0.0, 2))
    assert solutions - gauge == towers_at(k, (1, -1))
# with g = 1 the lowest vector level is not at m^2 + pz^2 - b
lowest = math.sqrt(1.1**2 + 0.6**2 - 0.37)
assert nullity(vector_block(-1, lowest, 1.1, 1)) == 0


# ---------- regulated zero-point energy, summed mode by mode ----------
def longitudinal_integral(mass_sq):
    """Integral dp/(2 pi) of E exp(-E^2/Lambda^2), E^2 = p^2 + mass_sq."""
    z = mass_sq / (2 * CUTOFF**2)
    return (mass_sq / (4*math.pi)) * np.exp(-2*z) * (kve(0, z) + kve(1, z))


direct = quad(lambda p: math.sqrt(p*p + 2.3)
              * math.exp(-(p*p + 2.3) / CUTOFF**2) / math.pi,
              0, 10 * CUTOFF, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
assert abs(direct / longitudinal_integral(2.3) - 1) < 1e-9

mp.mp.dps = 25
free_energy = float(mp.quad(
    lambda p: p**2 * mp.sqrt(p**2 + MASS**2)
    * mp.exp(-(p**2 + MASS**2) / CUTOFF**2) / (2 * mp.pi**2),
    [0, 1, 5, 20, 40, 80, 140, 200]))


def tower_energy(sigma, b):
    count = int(40 * CUTOFF**2 / (2*b))
    n = np.arange(count)
    mass_sq = MASS**2 + (2*n + 1 - 2*sigma) * b
    return b / (2*math.pi) * math.fsum(longitudinal_integral(mass_sq))


def state_shift(sigma, b):
    """Energy shift per spin state, averaged over +sigma and -sigma,
    before the boson/fermion sign."""
    mean = 0.5 * (tower_energy(sigma, b) + tower_energy(-sigma, b))
    return mean - free_energy


# ---------- the logarithm, for two different smooth cutoffs ----------
def log_integral(cutoff, kind):
    """Integral dp of d/dy [sqrt(y) R(y/cutoff^2)] at y = p^2 + m^2."""
    theta = np.linspace(-40, 40, 16001)
    root = MASS * np.cosh(theta)
    t = (root / cutoff)**2
    if kind == "gaussian":
        damp = np.exp(-t)
        slope = -damp
    else:
        damp = (1 + t)**-3.0
        slope = -3 * (1 + t)**-4.0
    integrand = 0.5 * damp + t * slope     # includes dp = root dtheta
    return float(np.sum(integrand) * (theta[1] - theta[0]))


L = log_integral(CUTOFF, "gaussian")
log_large = log_integral(1e4, "gaussian")
log_formula = math.log(2e4 / MASS) - np.euler_gamma / 2 - 1
assert abs(log_large - log_formula) < 1e-6
for kind in ("gaussian", "rational"):
    growth = log_integral(1e5, kind) - log_integral(1e4, kind)
    assert abs(growth - math.log(10)) < 1e-6

# ---------- order-b^2 coefficient from the mode sums ----------
b_big, b_small = 0.1, 0.05
shift_big, measured = {}, {}
for sigma in (0.0, 0.5, 1.0):
    shift_big[sigma] = state_shift(sigma, b_big)
    c_big = -16 * math.pi**2 * shift_big[sigma] / (b_big**2 * L)
    c_small = (-16 * math.pi**2 * state_shift(sigma, b_small)
               / (b_small**2 * L))
    measured[sigma] = (4*c_small - c_big) / 3   # removes next order in b^2
    # tolerance: rounding in the cancellation against the large b = 0 energy
    assert abs(measured[sigma] - ((2*sigma)**2 - 1/3)) < 2e-4

multiplets = {"complex scalar": (0, [0.0]),
              "Dirac spinor": (0.5, [0.5, -0.5]),
              "massless vector": (1, [1.0, -1.0]),
              "massive vector": (1, [1.0, 0.0, -1.0])}
S_formula, S_measured, energy_shift = {}, {}, {}
for name, (spin, states) in multiplets.items():
    sign = (-1)**round(2 * spin)
    S_formula[name] = sign * sum((2*x)**2 - 1/3 for x in states)
    S_measured[name] = sign * sum(measured[abs(x)] for x in states)
    energy_shift[name] = sign * sum(shift_big[abs(x)] for x in states)
    assert abs(S_formula[name] - S_measured[name]) < 6e-4
assert energy_shift["complex scalar"] > 0 and energy_shift["Dirac spinor"] > 0
assert energy_shift["massive vector"] < 0


# ---------- independent electric response from virtual pairs ----------
def electric_susceptibility(kind, m, q=0.05, k_max=400.0):
    """chi_e / e^2 for a static potential of wave number q along z."""
    x, wx = np.polynomial.legendre.leggauss(200)
    top = math.asinh(k_max)
    theta = 0.5 * top * (x + 1)
    k = np.sinh(theta)
    wk = 0.5 * top * wx * np.cosh(theta)
    c, wc = np.polynomial.legendre.leggauss(16)
    kz = k[:, None] * c[None, :]
    kx = k[:, None] * np.sqrt(1 - c[None, :]**2)
    e1 = np.sqrt(kx**2 + (kz + q/2)**2 + m**2)
    e2 = np.sqrt(kx**2 + (kz - q/2)**2 + m**2)
    if kind == "scalar":
        strength = (e1 - e2)**2 / (4 * e1 * e2)
    else:
        sx = np.array([[0, 1], [1, 0]])
        sz = np.diag([1, -1])
        alpha_x, alpha_z = np.kron(sx, sx), np.kron(sx, sz)
        beta = np.kron(sz, np.eye(2))

        def normalized_h(pz, e):
            h = (kx[..., None, None] * alpha_x
                 + pz[..., None, None] * alpha_z + m * beta)
            return h / e[..., None, None]
        positive = 0.5 * (np.eye(4) + normalized_h(kz + q/2, e1))
        negative = 0.5 * (np.eye(4) - normalized_h(kz - q/2, e2))
        strength = np.einsum("abij,abji->ab", positive, negative)
    weight = (wk * k**2)[:, None] * wc[None, :] / (4 * math.pi**2)
    return 2 / q**2 * float(np.sum(weight * strength / (e1 + e2)))


electric = {}
for kind, name in (("scalar", "complex scalar"), ("dirac", "Dirac spinor")):
    difference = (electric_susceptibility(kind, 1.0)
                  - electric_susceptibility(kind, 2.0))
    electric[name] = -8 * math.pi**2 * difference / math.log(2)
    # tolerance: finite wave number q gives corrections of order q^2/m^2
    assert abs(electric[name] / S_formula[name] - 1) < 2e-3

# ---------- printed numbers ----------
print("MODEL (hbar = c = 1, mass m is the unit)")
print(f"cutoff Lambda = {CUTOFF:.1f} m")
print(f"field b = eB = {b_big:.2f} m^2")
print(f"logarithm L at this cutoff = {L:.5f}")
print(f"L at Lambda = 10^4 m: integral {log_large:.6f}, "
      f"formula {log_formula:.6f}")
print(f"zero-field energy density per state = {free_energy:.4f} m^4")
print("SHIFT PER SPIN STATE, before statistics sign, at b = 0.10 m^2")
for sigma in (0.0, 0.5, 1.0):
    leading = -b_big**2 * L / (16*math.pi**2) * ((2*sigma)**2 - 1/3)
    print(f"|sigma| = {sigma:.1f}: mode sum {shift_big[sigma]:+.5e} m^4, "
          f"order-b^2 formula {leading:+.5e} m^4")
print("COEFFICIENT PER STATE from mode sums, b -> 0 (dimensionless)")
for sigma in (0.0, 0.5, 1.0):
    para = measured[sigma] - measured[0.0]
    print(f"|sigma| = {sigma:.1f}: diamagnetic {measured[0.0]:+.5f}, "
          f"paramagnetic {para:+.5f}, total {measured[sigma]:+.5f}")
print("MULTIPLETS: S (dimensionless) and energy shift at b = 0.10 m^2")
for name in multiplets:
    print(f"{name}: S mode sum {S_measured[name]:+.4f}, "
          f"formula {S_formula[name]:+.4f}, "
          f"shift {energy_shift[name]:+.4e} m^4")
print("S FROM ELECTRIC RESPONSE OF VIRTUAL PAIRS (dimensionless)")
for name, value in electric.items():
    print(f"{name}: {value:+.4f}")
scale_ratio = 1000.0
print("RUNNING, one charged species only, leading logarithm")
print(f"1/alpha at scale m = {1/fine_structure:.3f}")
print(f"scale ratio = {scale_ratio:.0f}, "
      f"its logarithm = {math.log(scale_ratio):.4f}")
for name in multiplets:
    change = S_formula[name] * math.log(scale_ratio) / (2*math.pi)
    print(f"{name}: change of 1/alpha {change:+.3f}, "
          f"1/alpha at 1000 m = {1/fine_structure + change:.3f}")
print("PASS")
```

Printed output:

```
MODEL (hbar = c = 1, mass m is the unit)
cutoff Lambda = 20.0 m
field b = eB = 0.10 m^2
logarithm L at this cutoff = 2.38879
L at Lambda = 10^4 m: integral 8.614880, formula 8.614880
zero-field energy density per state = 4047.7614 m^4
SHIFT PER SPIN STATE, before statistics sign, at b = 0.10 m^2
|sigma| = 0.0: mode sum +5.04117e-05 m^4, order-b^2 formula +5.04240e-05 m^4
|sigma| = 0.5: mode sum -1.00834e-04 m^4, order-b^2 formula -1.00848e-04 m^4
|sigma| = 1.0: mode sum -5.54888e-04 m^4, order-b^2 formula -5.54664e-04 m^4
COEFFICIENT PER STATE from mode sums, b -> 0 (dimensionless)
|sigma| = 0.0: diamagnetic -0.33333, paramagnetic +0.00000, total -0.33333
|sigma| = 0.5: diamagnetic -0.33333, paramagnetic +1.00000, total +0.66667
|sigma| = 1.0: diamagnetic -0.33333, paramagnetic +4.00000, total +3.66667
MULTIPLETS: S (dimensionless) and energy shift at b = 0.10 m^2
complex scalar: S mode sum -0.3333, formula -0.3333, shift +5.0412e-05 m^4
Dirac spinor: S mode sum -1.3333, formula -1.3333, shift +2.0167e-04 m^4
massless vector: S mode sum +7.3333, formula +7.3333, shift -1.1098e-03 m^4
massive vector: S mode sum +7.0000, formula +7.0000, shift -1.0594e-03 m^4
S FROM ELECTRIC RESPONSE OF VIRTUAL PAIRS (dimensionless)
complex scalar: -0.3333
Dirac spinor: -1.3330
RUNNING, one charged species only, leading logarithm
1/alpha at scale m = 137.036
scale ratio = 1000, its logarithm = 6.9078
complex scalar: change of 1/alpha -0.366, 1/alpha at 1000 m = 136.670
Dirac spinor: change of 1/alpha -1.466, 1/alpha at 1000 m = 135.570
massless vector: change of 1/alpha +8.062, 1/alpha at 1000 m = 145.098
massive vector: change of 1/alpha +7.696, 1/alpha at 1000 m = 144.732
PASS
```
